# Why a neutral packet in intrinsic silicon spreads but does not drift

Suppose a light pulse creates electrons and holes in an undoped stretch of silicon that carries a current, and one wants to know where the excess carriers are 100 ns later. The cheap calculation follows one density with one transport equation. Before it can be run, a decision is needed: does that equation contain a drift term, and with which mobility? With the electron mobility the packet goes one way, with the hole mobility the other way. For a neutral packet in truly intrinsic material the right choice is no drift term at all, under conditions that can be stated. The reason is not that the carriers stand still.

## The model

Let the packet be a planar layer, so that everything varies along $x$ only. The electron and hole densities are $n$ and $p$, both equal to $n_i$ far from the packet, where the field is held at $E_0>0$. The mobilities $\mu_n,\mu_p$ are constant, and the carriers are nondegenerate, so the diffusion constants obey $D=\mu V_T$ with $V_T=k_BT/q$ and $q>0$. Recombination is left out for now. A prime means $\partial/\partial x$. The particle fluxes, positive towards $+x$, are

$$\Gamma_n=-\mu_n(nE+V_Tn'),\qquad \Gamma_p=\mu_p(pE-V_Tp').$$

Electrons drift against the field and holes along it; both diffuse down their own gradients. Continuity and Gauss's law complete the model:

$$\partial_t n=-\Gamma_n',\qquad \partial_t p=-\Gamma_p',\qquad \varepsilon E'=q(p-n).$$

The total current density, displacement current included, is $J=\varepsilon\,\partial_tE+q(\Gamma_p-\Gamma_n)$. Its gradient is

$$J'=q(\partial_tp-\partial_tn)+q(-\partial_tp+\partial_tn)=0,$$

so $J$ has the same value at every $x$. Far away it equals $q(\mu_n+\mu_p)n_iE_0$.

## The field gives way where carriers are dense

Take the packet to be neutral, $n=p$, and changing slowly enough for the displacement current to be dropped. Both assumptions are examined below. Then

$$J=q\mu_p(nE-V_Tn')+q\mu_n(nE+V_Tn')=q(\mu_n+\mu_p)nE+qV_T(\mu_n-\mu_p)n'.$$

Solving for the product $nE$ gives

$$nE=\frac{J}{q(\mu_n+\mu_p)}-V_T\,\frac{\mu_n-\mu_p}{\mu_n+\mu_p}\,n'.$$

The first term does not depend on $x$. A packet is a region of high conductivity in series with its surroundings, and the same current must cross both, so the field inside drops in inverse proportion to the density. The second term is the internal field that holds the faster-diffusing species back and pulls the slower one along.

Now put $nE$ into the electron flux:

$$\Gamma_n=-\frac{\mu_nJ}{q(\mu_n+\mu_p)}+\mu_nV_T\left[\frac{\mu_n-\mu_p}{\mu_n+\mu_p}-1\right]n'.$$

The bracket equals $-2\mu_p/(\mu_n+\mu_p)$. With $J$ replaced by its far value,

$$\Gamma_n=-\mu_nn_iE_0-D_an',\qquad D_a=\frac{2\mu_n\mu_pV_T}{\mu_n+\mu_p}=\frac{2D_nD_p}{D_n+D_p}.$$

This is the explanation. The field drives electrons through the packet, but it drives equally many through every plane: there are more of them inside, and each moves more slowly in the same proportion. As many enter any slice as leave it, so the field-driven flux cannot shift the density pattern. Only the diffusive part has a gradient, and continuity gives

$$\partial_tn=D_an''.$$

For the excess $\delta n=n-n_i$, two integrations by parts show that $\int x\,\delta n\,dx$ is constant, while $\int x^2\delta n\,dx$ grows at the rate $2D_a\int\delta n\,dx$. The packet's centre stays put and its rms half-width $w$ obeys $w^2=w_0^2+2D_at$. Nothing here required $\delta n$ to be small compared with $n_i$.

## The same result without assuming neutrality

Setting $n=p$ could conceal a slow drift. To exclude this, let the packet start neutral, with $N$ excess electrons and $N$ excess holes per unit area, and allow the charges to separate afterwards. Let $X_n$ and $X_p$ be the centroids of the two excess densities, and consider

$$W=\int x\,(\mu_p\,\delta n+\mu_n\,\delta p)\,dx=N(\mu_pX_n+\mu_nX_p).$$

Each density carries the mobility of the other species as its weight, because the background fluxes then cancel: $\mu_p\Gamma_n+\mu_n\Gamma_p$ vanishes far away. Continuity and one integration by parts therefore give, with no end terms,

$$\frac{dW}{dt}=\int(\mu_p\Gamma_n+\mu_n\Gamma_p)\,dx=-\mu_n\mu_p\int\left[(n-p)E+V_T(n+p)'\right]dx.$$

The second term integrates to zero because $n+p$ is the same at both ends. In the first, Gauss's law gives $(n-p)E=-(\varepsilon/q)EE'=-(\varepsilon/2q)(E^2)'$, which integrates to zero because the field is $E_0$ at both ends. Hence $dW/dt=0$.

Within the model this holds for any packet size and at all times. The integral of $(p-n)qE$ is the total electric force on the carriers. A uniform applied field exerts no net force on a neutral collection of charges, and the forces the charges exert on each other cancel. The weighted centre has nothing to move it.

## What the field does instead

The weighted centre is fixed, but $X_n$ and $X_p$ may still move in opposite directions. Write $E=E_0+e$ and let $s=X_p-X_n$. Subtracting the uniform far flux, and noting that the diffusion term integrates to zero,

$$N\frac{dX_n}{dt}=-\mu_n\int(nE-n_iE_0)\,dx\approx-\mu_n\left(NE_0+n_i\int e\,dx\right),$$

where the product $e\,\delta n$ was dropped because the packet is now taken as small, $\delta n\ll n_i$. Integrating by parts and using Gauss's law,

$$\int e\,dx=-\int x\,e'\,dx=-\frac q\varepsilon\int x(\delta p-\delta n)\,dx=-\frac{qNs}{\varepsilon}.$$

So $dX_n/dt=-\mu_n(E_0-qn_is/\varepsilon)$. The same steps for holes give $dX_p/dt=+\mu_p(E_0-qn_is/\varepsilon)$. Subtracting,

$$\frac{ds}{dt}=\frac{d-s}{\tau},\qquad d=\frac{\varepsilon E_0}{qn_i},\qquad \tau=\frac{\varepsilon}{qn_i(\mu_n+\mu_p)},$$

and, since $s$ starts at zero, $s=d\,(1-e^{-t/\tau})$.

The two limits show both sides of the matter. For $t\ll\tau$, $s\approx(\mu_n+\mu_p)E_0t$: electrons and holes move apart as independent particles with their own mobilities. For $t\gg\tau$ the separation stops at $d$, because the field of the separated charge has lowered the field in the packet just enough to stop further separation. The packet polarizes; it does not travel.

Polarization also has a lasting effect on the width. Take the second moment $W_2=\int x^2(\mu_p\delta n+\mu_n\delta p)\,dx$. As before,

$$\frac{dW_2}{dt}=-2\mu_n\mu_p\int x\left[(n-p)E+V_T(n+p)'\right]dx.$$

The diffusion part of the integral is $-2NV_T$. The field part is

$$-\frac{\varepsilon}{2q}\int x\,(E^2-E_0^2)'\,dx=\frac{\varepsilon}{2q}\int(E^2-E_0^2)\,dx\approx\frac{\varepsilon E_0}{q}\int e\,dx=-NE_0s,$$

with $e^2$ dropped for a small packet. Thus $dW_2/dt=2\mu_n\mu_pN(2V_T+E_0s)$. Dividing by $N(\mu_n+\mu_p)$ and setting $s=d$, the mean square width grows at the rate

$$2D_a\left[1+\left(\frac{E_0L}{V_T}\right)^2\right],\qquad L^2=\frac{\varepsilon V_T}{2qn_i},$$

where $L$ is the Debye length. A strong field makes the packet spread faster, still without carrying it along.

The conditions for the simple diffusion equation can now be read off:

- The time must be long compared with $\tau$, and so must the spreading time $w^2/D_a$, which justifies dropping the displacement current.
- The width must be large compared with $d$, or the two clouds no longer overlap well.
- The width must be large compared with $L$. The internal field is of order $(V_T/w)(\delta n/n)$, and by Gauss's law it needs a charge imbalance that is at most of order $L^2/w^2$ relative to the excess.
- The field must satisfy $E_0L\ll V_T$, or the extra spreading counts.

## A packet in hot, pure silicon

Consider silicon at 500 K with $n_i=3\times10^{14}\ \mathrm{cm^{-3}}$, $\mu_n=400$ and $\mu_p=150\ \mathrm{cm^2/Vs}$, and relative permittivity 11.7. The packet starts with $w_0=10$ µm and a peak excess of 1% of $n_i$, in a field of 100 V/cm. With $V_T=43.09$ mV, the diffusion constants are $D_n=17.23$ and $D_p=6.463\ \mathrm{cm^2/s}$, so

$$D_a=\frac{2(17.23)(6.463)}{17.23+6.463}=9.40\ \mathrm{cm^2/s}.$$

In 100 ns, $2D_at=1.88\times10^{-6}\ \mathrm{cm^2}=188\ \mathrm{µm^2}$, and the half-width becomes $\sqrt{100+188}=17.0$ µm. In the same time a free electron would drift 40 µm one way and a free hole 15 µm the other way.

The conditions hold comfortably: $\tau=39$ ps, $L=0.215$ µm and $d=21.6$ nm. The fixed weighted centre splits the shift in the ratio of the mobilities, so the electron centroid should settle at $-(400/550)\times21.6=-15.7$ nm and the hole centroid at $+5.9$ nm.

A numerical solution of the full equations, with neutrality not imposed, puts them at $-15.6$ and $+5.85$ nm, with a half-width of 16.99 µm. Its spreading constant, 9.424 $\mathrm{cm^2/s}$, exceeds $D_a$ by 0.24%, which matches the predicted extra spreading of 0.25%. At 1000 V/cm, with the mobilities held fixed, the predicted factor is 1.250 and the computed one 1.249.

The same solution also followed the electrons of the initial excess separately. After 100 ns their centroid was at $-39.86$ µm, while the packet's electron centroid was still within 16 nm of the start. Most of the electrons that first formed the packet have drifted out of its central part, and others now make up most of the excess there. The packet is a pattern through which carriers pass. The shortfall from 40 µm is 0.35%, within the change of about 1% that this packet can make in the field.

A dense packet, with an initial peak excess of $3n_i$, shows the central mechanism at full strength. After 100 ns the density at its centre is $2.767\,n_i$ and the field there is 36.13 V/cm. Their product is $100.0\,n_i$ V/cm, the same as far away. The spreading constant is 9.409 $\mathrm{cm^2/s}$, within 0.1% of $D_a$.

The electron centroid of this packet shifts by only 7.4 nm, and the reason follows from the equations above. After relaxation $e=-E_0\,\delta n/n$, apart from a diffusion term proportional to $(\ln n)'$ that integrates to zero. Then

$$s=-\frac{\varepsilon}{qN}\int e\,dx=d\,\frac1N\int\frac{n_i}{n}\,\delta n\,dx.$$

The shift is reduced by the average of $n_i/n$ over the excess carriers. This average lies between $1/2.767=0.36$ and 1; the computed shift corresponds to about 0.47.

## Doping brings the drift back

Add a uniform donor density $N_D$. Neutrality now reads $n-p=N_D$, so the background densities $n_0$ and $p_0$ differ while the excesses remain equal, $\delta n=\delta p=\delta$. Leaving out the diffusion terms, $E=J/[q(\mu_nn+\mu_pp)]$ and

$$\Gamma_n=-\frac{J}{q}\,\frac{\mu_nn}{\mu_nn+\mu_pp}.$$

The electrons' share of the current now depends on $\delta$. Let $S=\mu_nn_0+\mu_pp_0$, so that $J/q=SE_0$. To first order in $\delta$, the ratio $n/(\mu_nn+\mu_pp)$ changes by

$$\frac{S-n_0(\mu_n+\mu_p)}{S^2}\,\delta=-\frac{\mu_p(n_0-p_0)}{S^2}\,\delta.$$

The flux therefore changes by $\mu_aE_0\delta$, with

$$\mu_a=\frac{\mu_n\mu_p(n_0-p_0)}{\mu_nn_0+\mu_pp_0}.$$

A flux proportional to $\delta$ carries the pattern along at the velocity $\mu_aE_0$. In strongly n-type material $\mu_a\to\mu_p$, and the packet follows the minority holes. In strongly p-type material $\mu_a\to-\mu_n$, and it follows the minority electrons. Intrinsic material is the crossing point between these two directions, where the electrons' share of the current is $\mu_n/(\mu_n+\mu_p)$ whatever the density.

With $N_D=n_i$ and $n_0p_0=n_i^2$, one finds $n_0=1.618\,n_i$ and $p_0=0.618\,n_i$. Then $\mu_a=60000/(647.2+92.7)=81.1\ \mathrm{cm^2/Vs}$, and the full solution gives the same value to three figures. At 100 V/cm this packet moves 8.1 µm in 100 ns.

## Real silicon

The parameters at 500 K are rough but typical for that temperature, which was chosen because "intrinsic" is hard to achieve at room temperature. The assumption most easily broken is the absence of doping. A residual donor density of $10^{12}\ \mathrm{cm^{-3}}$, which requires high-purity material, moves the 500 K packet by 36 nm in 100 ns. The $3\times10^{14}\ \mathrm{cm^{-3}}$ of the doped case, still light doping, moves it by 8.1 µm. At 300 K, with $n_i\approx10^{10}\ \mathrm{cm^{-3}}$ and rough mobilities of 1400 and 450 $\mathrm{cm^2/Vs}$, even $10^{12}\ \mathrm{cm^{-3}}$ donors give $\mu_a=450\ \mathrm{cm^2/Vs}$: a small packet drifts just as minority holes do.

Perfectly undoped silicon at 300 K would not rescue the simple picture for a small packet of this width. There $L=28.9$ µm and $\tau=350$ ns, and a field of only 10 V/cm gives $d=64.7$ µm. After 100 ns the clouds are $64.7\,(1-e^{-100/350})=16.1$ µm apart and still separating, in agreement with the full solution. The weighted centre stays fixed, but a 10 µm packet is no longer a neutral object. The field at which the extra spreading equals ordinary diffusion, $V_T/L$, is 8.9 V/cm.

For the same reason the result must not be carried over to the depleted "intrinsic" layer of a reverse-biased photodiode. Free carriers there are too few to screen the field, so a weak packet is pulled apart, and each species needs its own drift term.

Most of the other neglected effects can be sized, and these are small in the 500 K example. With a rough lifetime of 100 µs, recombination removes about 0.1% of the excess, in equal numbers of electrons and holes if the recombination centres capture both equally fast. Centres that favour one species trap some charge and let the packet drift a little: midgap centres with capture times of 2 and 98 µs move the weighted centre by about 20 nm in 100 ns at a density of $2.5\times10^{12}\ \mathrm{cm^{-3}}$, and by about 90 nm at ten times that density. Degeneracy is negligible, since $n_i$ is less than $10^{-5}$ of the effective band density, and Joule heating in 100 ns is about $1.5\times10^{-5}$ K. A steady current, however, dissipates about 260 $\mathrm{W/cm^3}$, roughly 150 K per second without cooling, and $n_i$ changes by about 3% per kelvin, so the field must be pulsed or the heat removed. The drift velocity $\mu_nE_0$ is 0.4% of a rough saturation velocity of $10^7$ cm/s. If the mobilities vary with field by a fraction of that size, the electrons' share of the current varies slightly across the packet. In a small packet the field is lower by the fraction $\delta n/n_i$, so the share changes by at most about 0.4% of that fraction, and the electron flux, $\mu_nn_iE_0$ in size, by at most about 0.4% of $\mu_nE_0\,\delta n$. This allows a residual drift of at most about 0.4% of 40 µm, or 0.16 µm. Both factors grow with the field, so the effect scales as $E_0^2$: at 1000 V/cm, usual velocity-saturation laws move the packet by 1.4 to 2.6 µm in 100 ns, and the absence of drift in a strong field holds only for constant mobilities. Scattering between electrons and holes is left out and has not been sized. The program contains the material values used here.

For the opening decision, when the excess is small compared with the majority density, the drift term belongs in the one-density equation with mobility $\mu_a$. More precisely, $(\mu_n+\mu_p)\delta$ must be small compared with $S$, which is stricter in p-type material. A denser packet in doped material drifts more slowly: at 500 K with $10\,n_i$ acceptors, a peak excess of 10% of the hole density moves 33 µm in 100 ns at 100 V/cm, against the 39 µm given by $\mu_a$. Doping also changes the diffusion constant of a small packet, to $(n_0+p_0)/(n_0/D_p+p_0/D_n)$, which reduces to $D_a$ when $n_0=p_0$. The drift term may be dropped when $|\mu_a|E_0t$ is small compared with the packet's width and the four conditions above hold.

## Values computed for the example and the checks

```
EXAMPLE, silicon at 500 K (rough parameters)
temperature: 500 K
intrinsic density: 3e+14 cm^-3
electron mobility: 400 cm2/Vs
hole mobility: 150 cm2/Vs
relative permittivity: 11.7
field: 100 V/cm
time: 100 ns
initial rms half-width: 10 um
thermal voltage: 43.09 mV
Dn: 17.23 cm2/s
Dp: 6.463 cm2/s
Da, formula: 9.401 cm2/s
Da, simulated: 9.424 cm2/s
Debye length: 0.215 um
relaxation time: 39.2 ps
polarization shift, formula: 21.6 nm
polarization shift, simulated: 21.5 nm
electron-packet centre: -15.6 nm
hole-packet centre: 5.85 nm
final half-width, formula: 16.97 um
final half-width, simulated: 16.99 um
tagged-electron centre: -39.86 um
free electron drift: -40 um
free hole drift: 15 um
extra spreading (E L/VT)^2: 0.25 %
DENSE PACKET, initial peak excess 3 n_i
final central density / n_i: 2.767
final central field: 36.13 V/cm
electron-packet centre: -7.43 nm
Da, simulated: 9.409 cm2/s
STRONG FIELD AND DOPED CONTROLS
strong field: 1000 V/cm
spreading / Da, formula: 1.25
spreading / Da, simulated: 1.249
donors in doped control: 3e+14 cm^-3
packet mobility, formula: 81.09 cm2/Vs
packet mobility, simulated: 81.06 cm2/Vs
300 K: n_i 1e10 cm^-3, mobilities 1400, 450 cm2/Vs
field: 10 V/cm
Debye length: 28.9 um
relaxation time: 350 ns
final polarization shift: 64.7 um
shift at 100 ns, simulated: 16.1 um
field VT/L: 8.9 V/cm
packet mobility, 1e12 cm^-3 donors: 450 cm2/Vs
NEGLECTED EFFECTS in the 500 K example (rough)
drift from 1e12 cm^-3 donors: 36 nm
mu_n E / v_sat (v_sat 1e7 cm/s): 0.4 %
time / lifetime (100 us): 0.1 %
n_i / band density: 7e-06
Joule heating in 100 ns: 2e-05 K
```
